# Ground level of a nonparabolic electron in a 5 nm well: a program that tests the result

```python
# Result under test: an electron with dispersion E(1 + alpha E) = hbar^2 k^2/(2m)
# in a hard-wall well of width L has the levels
#   E_n = (-1 + sqrt(1 + 4 alpha E0_n)) / (2 alpha),
#   E0_n = hbar^2 pi^2 n^2 / (2 m L^2)   (parabolic levels).
# Symbols: E energy above the conduction edge (eV), alpha nonparabolicity (1/eV),
# m edge mass (electron masses), L width (nm), k wavevector (1/nm),
# gap = 1/alpha two-band gap (eV), P two-band coupling (eV nm).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# hbar^2/(2 m_e) in eV nm^2
C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
alpha, mass, width = 0.64, 0.067, 5.0


def parabolic_level(n, L=width):
    return C * (np.pi * n / L)**2 / mass


def lower_by_nonparabolicity(e_par, a=alpha):
    return (-1 + np.sqrt(1 + 4 * a * e_par)) / (2 * a)


E0 = parabolic_level(1)
E1 = lower_by_nonparabolicity(E0)
E2 = lower_by_nonparabolicity(parabolic_level(2))
gap = 1 / alpha
P = np.sqrt(C * gap / mass)
assert abs(E0 - 0.225) < 0.001 and abs(E1 - 0.199) < 0.001

# Two-band Hamiltonian on a staggered grid: the conduction envelope vanishes
# at the walls, the valence envelope lives on midpoints and is left free.
N = 400
h = width / (N + 1)
D = np.zeros((N + 1, N))
idx = np.arange(N)
D[idx, idx] = 1 / h
D[idx + 1, idx] = -1 / h
H = np.zeros((2 * N + 1, 2 * N + 1))
H[N:, :N] = P * D
H[:N, N:] = P * D.T
H[N:, N:] = -gap * np.eye(N + 1)
values, vectors = np.linalg.eigh(H)
first = int(np.argmax(values > 1e-6))
for n in (1, 2, 3):
    formula = lower_by_nonparabolicity(parabolic_level(n))
    # grid error grows as n^2 times the level, below 1e-4 eV at n = 3
    assert abs(values[first + n - 1] - formula) < 1e-4
E1_matrix = values[first]
assert abs(E1_matrix - E1) < 1e-5

# The negative root is the partner level below the valence edge.
negative_root = (-1 - np.sqrt(1 + 4 * alpha * E0)) / (2 * alpha)
below_valence_edge = values[values < -gap - 1e-6]
assert abs(below_valence_edge.max() - negative_root) < 1e-5

# Sine envelope and valence weight of the ground state.
state = vectors[:, first]
sine = np.sin(np.pi * (idx + 1) * h / width)
overlap = abs(state[:N] @ sine) / np.linalg.norm(state[:N]) / np.linalg.norm(sine)
assert overlap > 1 - 1e-8
valence_weight = E1 / (2 * E1 + gap)
assert abs(np.sum(state[N:]**2) - valence_weight) < 1e-5

# Expansion in x = alpha*E0: the relation must hold through third order.
x = sp.symbols('x')
y = x - x**2 + 2 * x**3
residual = sp.Poly(sp.expand(y * (1 + y) - x), x)
assert all(residual.coeff_monomial(x**p) == 0 for p in range(4))
second_order = E0 - alpha * E0**2
third_order = second_order + 2 * alpha**2 * E0**3

# Repeated substitution E <- E0/(1 + alpha E), started at E0.
iterates = [E0]
for _ in range(20):
    iterates.append(E0 / (1 + alpha * iterates[-1]))
assert abs(iterates[-1] - E1) < 1e-12

# Velocity mass hbar k / v from a numerical slope of the dispersion.
k1 = np.pi / width
dk = 1e-4
slope = (lower_by_nonparabolicity(C * (k1 + dk)**2 / mass)
         - lower_by_nonparabolicity(C * (k1 - dk)**2 / mass)) / (2 * dk)
level_mass = mass * (1 + alpha * E1)
velocity_mass = mass * (1 + 2 * alpha * E1)
assert abs(2 * C * k1 / slope - velocity_mass) < 1e-7
wrong_level = C * k1**2 / velocity_mass
assert wrong_level < E1

# Sensitivity to width.
dL = 1e-4
width_slope = -2 * E0 / (width * (1 + 2 * alpha * E1))
numeric = (lower_by_nonparabolicity(parabolic_level(1, width + dL))
           - lower_by_nonparabolicity(parabolic_level(1, width - dL))) / (2 * dL)
assert abs(numeric - width_slope) < 1e-7

# Finite barrier, rough AlGaAs-like values.
barrier, barrier_mass = 0.3, 0.092


def finite_well(a, V):
    """Even ground state from matching f and f'/m(E); also outside weight."""
    def waves(E):
        k = np.sqrt(mass * E * (1 + a * E) / C)
        kappa = np.sqrt(barrier_mass * (V - E) / C)
        return k, kappa

    def mismatch(E):
        k, kappa = waves(E)
        return (k / (mass * (1 + a * E)) * np.sin(k * width / 2)
                - kappa / barrier_mass * np.cos(k * width / 2))

    hard = E0 if a == 0 else lower_by_nonparabolicity(E0, a)
    E = brentq(mismatch, 1e-8, min(hard, V * (1 - 1e-12)), xtol=1e-13)
    k, kappa = waves(E)
    inside = width / 2 + np.sin(k * width) / (2 * k)
    outside = np.cos(k * width / 2)**2 / kappa
    return E, outside / (inside + outside), 1 / kappa


def finite_well_grid(a, V):
    """Same well by diagonalization, well mass updated with the energy."""
    nb, nw, step = 1500, 500, width / 500
    total = 2 * nb + nw
    link = np.arange(total)
    in_well = (link >= nb) & (link < nb + nw)
    node = np.arange(1, total)
    pot = np.where((node < nb) | (node > nb + nw), V, 0.0)
    pot[(node == nb) | (node == nb + nw)] = V / 2
    E = 0.0
    for _ in range(12):
        t = C / step**2 / np.where(in_well, mass * (1 + a * E), barrier_mass)
        w, v = eigh_tridiagonal(t[:-1] + t[1:] + pot, -t[1:-1],
                                select='i', select_range=(0, 0))
        E = w[0]
    density = v[:, 0]**2
    return E, np.sum(density * pot / V) / np.sum(density)


finite_par, _, _ = finite_well(0.0, barrier)
finite_non, leak, depth = finite_well(alpha, barrier)
grid_par, _ = finite_well_grid(0.0, barrier)
grid_non, grid_leak = finite_well_grid(alpha, barrier)
assert abs(grid_par - finite_par) < 2e-5
assert abs(grid_non - finite_non) < 2e-5
assert abs(grid_leak - leak) < 1e-3
assert abs(finite_well(alpha, 1e8)[0] - E1) < 5e-5  # hard-wall limit
assert finite_non < finite_par < E0

# Other neglected effects, from rough GaAs-like values.
layer, gap_change, rough_gap, side_valley = 0.28, 0.1, 1.42, 0.3
E_thin = lower_by_nonparabolicity(parabolic_level(1, width - layer))
gap_warm = gap - gap_change
E_warm = (-gap_warm + np.sqrt(gap_warm**2 + 4 * (P * k1)**2)) / 2
E_alpha = lower_by_nonparabolicity(E0, 1 / rough_gap)
kT = const.k * 300 / const.e
assert E2 > barrier and E2 > side_valley
largest_other = max(abs(E_thin - E1), abs(E_warm - E1), abs(E_alpha - E1))
assert E1 - finite_non > largest_other


def show(label, value, unit, digits):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("INPUTS")
show("well width", width, "nm", 1)
show("edge mass", mass, "m_e", 3)
show("alpha", alpha, "1/eV", 2)
show("hbar^2/(2 m_e)", C, "eV nm^2", 6)
print("HARD-WALL WELL")
show("wavevector pi/L", k1, "1/nm", 5)
show("parabolic ground level", 1e3 * E0, "meV", 2)
show("4 alpha E0", 4 * alpha * E0, "", 5)
show("square root in the formula", np.sqrt(1 + 4 * alpha * E0), "", 5)
show("nonparabolic ground level", 1e3 * E1, "meV", 2)
show("ground level in joules x 1e20", E1 * const.e * 1e20, "J", 3)
show("lowering", 1e3 * (E0 - E1), "meV", 2)
show("lowering relative to parabolic", 100 * (1 - E1 / E0), "%", 1)
show("two-band matrix ground level", 1e3 * E1_matrix, "meV", 2)
show("two-band gap 1/alpha", gap, "eV", 4)
show("two-band coupling P", P, "eV nm", 4)
show("negative root", negative_root, "eV", 4)
show("valence weight", 100 * valence_weight, "%", 1)
print("HAND CHECKS")
for j in (1, 2, 3):
    show(f"substitution {j}", 1e3 * iterates[j], "meV", 2)
show("expansion, to alpha", 1e3 * second_order, "meV", 2)
show("expansion, to alpha^2", 1e3 * third_order, "meV", 2)
show("level mass m(1+alpha E)", level_mass, "m_e", 5)
show("velocity mass m(1+2 alpha E)", velocity_mass, "m_e", 5)
show("wrong level from velocity mass", 1e3 * wrong_level, "meV", 2)
show("slope dE/dL", 1e3 * width_slope, "meV/nm", 1)
print("NEGLECTED EFFECTS (rough material values)")
show("barrier height", barrier, "eV", 1)
show("barrier mass", barrier_mass, "m_e", 3)
show("finite well, parabolic", 1e3 * finite_par, "meV", 1)
show("finite well, nonparabolic", 1e3 * finite_non, "meV", 1)
show("nonparabolic lowering there", 1e3 * (finite_par - finite_non), "meV", 1)
show("change from finite barrier", 1e3 * (finite_non - E1), "meV", 1)
show("envelope weight in barriers", 100 * leak, "%", 1)
show("amplitude decay length", depth, "nm", 2)
show("atomic layer", layer, "nm", 2)
show("change, one layer thinner", 1e3 * (E_thin - E1), "meV", 1)
show("gap reduction on warming", gap_change, "eV", 1)
show("change from gap reduction", 1e3 * (E_warm - E1), "meV", 1)
show("rough gap for other alpha", rough_gap, "eV", 2)
show("other alpha = 1/gap", 1 / rough_gap, "1/eV", 3)
show("change from other alpha", 1e3 * (E_alpha - E1), "meV", 1)
show("side-valley offset", side_valley, "eV", 1)
show("second level, parabolic", 1e3 * parabolic_level(2), "meV", 1)
show("second level, nonparabolic", 1e3 * E2, "meV", 1)
show("thermal energy at 300 K", 1e3 * kT, "meV", 1)
print("every check passed")
```

Output:

```
INPUTS
well width: 5.0 nm
edge mass: 0.067 m_e
alpha: 0.64 1/eV
hbar^2/(2 m_e): 0.038100 eV nm^2
HARD-WALL WELL
wavevector pi/L: 0.62832 1/nm
parabolic ground level: 224.50 meV
4 alpha E0: 0.57471
square root in the formula: 1.25487
nonparabolic ground level: 199.12 meV
ground level in joules x 1e20: 3.190 J
lowering: 25.38 meV
lowering relative to parabolic: 11.3 %
two-band matrix ground level: 199.12 meV
two-band gap 1/alpha: 1.5625 eV
two-band coupling P: 0.9426 eV nm
negative root: -1.7616 eV
valence weight: 10.2 %
HAND CHECKS
substitution 1: 196.29 meV
substitution 2: 199.44 meV
substitution 3: 199.08 meV
expansion, to alpha: 192.24 meV
expansion, to alpha^2: 201.51 meV
level mass m(1+alpha E): 0.07554 m_e
velocity mass m(1+2 alpha E): 0.08408 m_e
wrong level from velocity mass: 178.90 meV
slope dE/dL: -71.6 meV/nm
NEGLECTED EFFECTS (rough material values)
barrier height: 0.3 eV
barrier mass: 0.092 m_e
finite well, parabolic: 81.8 meV
finite well, nonparabolic: 80.6 meV
nonparabolic lowering there: 1.2 meV
change from finite barrier: -118.5 meV
envelope weight in barriers: 10.7 %
amplitude decay length: 1.37 nm
atomic layer: 0.28 nm
change, one layer thinner: 21.6 meV
gap reduction on warming: 0.1 eV
change from gap reduction: 10.6 meV
rough gap for other alpha: 1.42 eV
other alpha = 1/gap: 0.704 1/eV
change from other alpha: -2.0 meV
side-valley offset: 0.3 eV
second level, parabolic: 898.0 meV
second level, nonparabolic: 637.7 meV
thermal energy at 300 K: 25.9 meV
every check passed
```
